# Quadratic and cubic density scaling of a porous organosilicate's modulus

## Problem

A dense solid has Young's modulus $E_s=15$ GPa. A porous version has porosity $p=0.30$, the volume fraction of empty pores. The solid skeleton is homogeneous, isotropic and linearly elastic, and has the same properties as the dense material.

(a) Find the modulus, to three significant figures, if it scales as the square of the density, and if it scales as the cube. How do the two results compare?

(b) Show that the square law follows for spherical pores in a matrix of Poisson ratio $\nu=0.2$, and the cube law for circular through-holes in a thin sheet pulled in its plane. Use the differential scheme: pores are added in small portions, and each new portion sees the already porous material as a uniform medium.

## Hints

1. Empty pores add volume but no mass. What is $\rho/\rho_s$ in terms of $p$?
2. A pore carries no stress, yet it changes shape. Write the mean strain of the body as a solid part plus an integral over the pore surfaces.
3. For one pore in a large body, the displacement of its surface is all that this integral needs.
4. A new portion of pores replaces porous material, not dense material. How much solid does it remove?

## Solution

### (a) The two numbers

The skeleton fills the fraction $1-p$ of the volume, so $\rho/\rho_s=1-p=0.70$. The two laws give

$$E_2=E_s(1-p)^2=15\times0.490=7.35\ \text{GPa},$$

$$E_3=E_s(1-p)^3=15\times0.343=5.145\ \text{GPa}\approx5.15\ \text{GPa}.$$

The losses relative to the dense modulus are 51 and 66 percent, both well above the 30 percent loss of density. Since $E_3/E_2=1-p=0.70$, the cubic result is 30 percent below the quadratic one, a difference of about 2.2 GPa. The third figure serves the arithmetic; the choice of pore model matters far more.

### (b) Where the exponents come from

**Mean strain with pores.** Let $V$ be the total volume, $\bar\sigma$ the mean stress (counting zero stress in the pores) and $S$ the compliance of the matrix, so that strain is $S\sigma$ in the solid. The mean strain $\bar\varepsilon$ is defined by the displacement $u$ of the outer surface, as $\frac{1}{2V}\oint(u_in_j+u_jn_i)\,dA$. Apply the divergence theorem to the solid. On a pore surface let $n$ point out of the pore; the outward normal of the solid is then $-n$, so

$$\int_{\rm solid}\varepsilon_{ij}\,dV=V\bar\varepsilon_{ij}-\frac12\oint_{\rm pores}(u_in_j+u_jn_i)\,dA .$$

The left side is $V(S\bar\sigma)_{ij}$, because the pores add nothing to the stress integral. Therefore

$$\bar\varepsilon_{ij}=(S\bar\sigma)_{ij}+\frac1{2V}\oint_{\rm pores}(u_in_j+u_jn_i)\,dA. \tag{1}$$

For a small pore fraction $\phi$, each pore can be treated to leading order as alone in a body under the remote stress $\bar\sigma$.

**Spherical pore, $\nu=0.2$.** Take the pore radius as 1. Split the remote strain into $e=m\,\mathbf 1+d$, with $d$ traceless, and put $q=x\cdot d\cdot x$. The displacement is

$$u=m\,x\left(1+\frac1{r^3}\right)+d\,x\,f+x\,q\,g,$$

$$f=1+\frac1{2r^3}+\frac1{2r^5},\qquad g=\frac54\left(\frac1{r^5}-\frac1{r^7}\right).$$

Far away $u\to e\,x$, as required. It remains to check equilibrium and the free surface. With shear modulus $\mu$, the other Lamé constant is $\lambda=2\mu\nu/(1-2\nu)=\frac23\mu$, and equilibrium reads $\nabla^2u+\frac53\nabla(\nabla\cdot u)=0$.

*The $m$ part.* Since $x/r^3=-\nabla(1/r)$, this term has zero divergence and zero Laplacian outside the pore, so equilibrium holds. At $r=1$ the divergence of the $m$ part is $3m$ and its radial strain is $m(1-2)=-m$. The radial stress is $\lambda(3m)+2\mu(-m)=2\mu m-2\mu m=0$.

*The $d$ part, equilibrium.* The divergence is $q\,(f'/r+5g+rg')$. Here $f'/r=-\frac32r^{-5}-\frac52r^{-7}$ and $5g+rg'=\frac52r^{-7}$, so $\nabla\cdot u=-\frac32q\,r^{-5}$ and

$$\tfrac53\nabla(\nabla\cdot u)=-5\,d\,x\,r^{-5}+\tfrac{25}2\,x\,q\,r^{-7}.$$

For the Laplacian, use

$$\nabla^2(d\,x\,r^s)=s(s+3)\,d\,x\,r^{s-2},$$

$$\nabla^2(x\,q\,r^s)=4\,d\,x\,r^s+s(s+7)\,x\,q\,r^{s-2}.$$

The term $f$ gives $5\,d\,x\,r^{-7}$. The term $g$ gives $5\,d\,x\,r^{-5}-\frac{25}2x\,q\,r^{-7}-5\,d\,x\,r^{-7}$. Their sum is the negative of the divergence term above, so equilibrium holds.

*The $d$ part, free surface.* The traction divided by $\mu$ is $\frac23n\,(\nabla\cdot u)+\partial_ru+n_j\nabla u_j$. At $r=1$ we have $f=2$, $f'=-4$, $g=0$, $g'=\frac52$, and the three terms are

$$-q\,n,\qquad -2\,d\,n+\tfrac52q\,n,\qquad 2\,d\,n-\tfrac32q\,n.$$

They add to zero.

On the surface both parts are doubled: $u=2m\,n+2d\,n=2e\,n$. This is the surface displacement of a ball with uniform strain $2e$, so the integral in (1), per unit pore volume, is $2e=2S\bar\sigma$. Hence

$$\bar\varepsilon=(1+2\phi)\,S\bar\sigma .$$

Every compliance grows by the same factor. Thus $1/E$ becomes $(1+2\phi)/E$, while $\nu$, a ratio of compliances, stays at 0.2. The coefficient 2 therefore remains valid for the next portion of pores.

**Circular hole in a sheet.** Apply a remote stress $\sigma$ along $x$ in plane stress, with hole radius 1 and $\theta$ measured from $x$. The displacements are

$$\frac E\sigma u_r=\frac{1-\nu}2r+\frac{1+\nu}{2r}+\left[\frac{1+\nu}2r+\frac2r-\frac{1+\nu}{2r^3}\right]\cos2\theta,$$

$$\frac E\sigma u_\theta=-\left[\frac{1+\nu}2r+\frac{1-\nu}r+\frac{1+\nu}{2r^3}\right]\sin2\theta .$$

The strains are $\varepsilon_{rr}=\partial_ru_r$, $\varepsilon_{\theta\theta}=(u_r+\partial_\theta u_\theta)/r$ and $\varepsilon_{r\theta}=\frac12(\partial_\theta u_r/r+\partial_ru_\theta-u_\theta/r)$. Inserting them in $\sigma_{rr}=E(\varepsilon_{rr}+\nu\varepsilon_{\theta\theta})/(1-\nu^2)$, its counterpart for $\sigma_{\theta\theta}$, and $\sigma_{r\theta}=E\varepsilon_{r\theta}/(1+\nu)$ gives

$$\frac{\sigma_{rr}}\sigma=\frac12\left(1-\frac1{r^2}\right)+\frac12\left(1-\frac4{r^2}+\frac3{r^4}\right)\cos2\theta,$$

$$\frac{\sigma_{\theta\theta}}\sigma=\frac12\left(1+\frac1{r^2}\right)-\frac12\left(1+\frac3{r^4}\right)\cos2\theta,$$

$$\frac{\sigma_{r\theta}}\sigma=-\frac12\left(1+\frac2{r^2}-\frac3{r^4}\right)\sin2\theta .$$

At $r=1$ both $\sigma_{rr}$ and $\sigma_{r\theta}$ vanish, and for $r\to\infty$ the uniaxial stress returns. In the radial balance $\partial_r\sigma_{rr}+\partial_\theta\sigma_{r\theta}/r+(\sigma_{rr}-\sigma_{\theta\theta})/r$, the angle-independent part is $r^{-3}-r^{-3}=0$. The factor of $\cos2\theta$ is

$$\left(\frac4{r^3}-\frac6{r^5}\right)-\left(\frac1r+\frac2{r^3}-\frac3{r^5}\right)+\left(\frac1r-\frac2{r^3}+\frac3{r^5}\right)=0 .$$

In the tangential balance $\partial_r\sigma_{r\theta}+\partial_\theta\sigma_{\theta\theta}/r+2\sigma_{r\theta}/r$, the factor of $\sin2\theta$ is

$$\left(\frac2{r^3}-\frac6{r^5}\right)+\left(\frac1r+\frac3{r^5}\right)-\left(\frac1r+\frac2{r^3}-\frac3{r^5}\right)=0 .$$

On the rim $\nu$ cancels: $Eu_r/\sigma=1+2\cos2\theta$ and $Eu_\theta/\sigma=-2\sin2\theta$. Convert to Cartesian components and restore the radius $a$:

$$u_x=u_r\cos\theta-u_\theta\sin\theta=\frac{\sigma a}E\left[\cos\theta+2\cos(2\theta-\theta)\right]=\frac{3\sigma a}E\cos\theta,$$

$$u_y=u_r\sin\theta+u_\theta\cos\theta=\frac{\sigma a}E\left[\sin\theta-2\sin(2\theta-\theta)\right]=-\frac{\sigma a}E\sin\theta .$$

In two dimensions (1) holds with sheet area $A$ in place of $V$. One hole adds the axial strain

$$\frac1A\int_0^{2\pi}\frac{3\sigma a}E\cos^2\theta\;a\,d\theta=3\,\frac{\pi a^2}A\,\frac\sigma E .$$

Summed over holes of area fraction $\phi$, this turns $1/E$ into $(1+3\phi)/E$. The lateral strain changes as well: by the same integral with $u_y$, the ratio $\nu$ becomes $(\nu+\phi)/(1+3\phi)$, so it drifts unless it equals 1/3. The coefficient 3 does not depend on it. The holes are assumed to be scattered so that the sheet stays isotropic in its plane, and to be wide compared with its thickness, so that plane stress holds near the rims.

**From few pores to 30 percent.** Let $n$ be the coefficient, 2 or 3. A new portion $d\phi$ multiplies $1/E$ by $1+n\,d\phi$, so $dE=-nE\,d\phi$. The material it replaces contains solid in the fraction $1-p$, so the porosity rises by $dp=(1-p)\,d\phi$. Eliminate $d\phi$ and integrate from the dense state:

$$\frac{dE}E=-n\frac{dp}{1-p}\quad\Rightarrow\quad\ln\frac E{E_s}=n\ln(1-p)\quad\Rightarrow\quad E=E_s(1-p)^n .$$

This is the square law for the spheres and the cube law for the holes. Adding the pores numerically in 20000 small portions, with coefficients taken from the surface integrals, gives 7.3501 and 5.1452 GPa, as the numerical output shows. The small excess over 7.350 and 5.145 GPa comes from the finite size of the portions.

**What the comparison means.** The exponent is not a property of density alone: pore shape and loading direction enter through $n$, and the value 2 for spheres was derived for a matrix with $\nu=0.2$. The differential scheme is itself an approximation. Treating the existing porous material as uniform is reasonable when each new pore is much larger than those already present, hence for a wide spread of sizes. Pores of equal size, or in a regular array, need not follow these laws at $p=0.30$. The laws also give a nonzero stiffness for every $p<1$, so they fail if the skeleton loses its connection earlier. If making the pores alters the skeleton's bonding, 15 GPa is no longer the right starting value.

## Variation 1: straight, deep pores

*The holes are now long parallel cylinders through a thick body with $E_s=15$ GPa and $p=0.30$. What is the modulus along their axes, and what becomes of the cube law across them?*

Along the axes, a uniform uniaxial stress $\sigma_s$ in the solid satisfies equilibrium and leaves the pore walls free of traction. The strain is $\sigma_s/E_s$ and the mean stress is $(1-p)\sigma_s$, so

$$E_{\rm axial}=E_s(1-p)=15\times0.70=10.5\ \text{GPa}.$$

The same pores thus give a linear law in this direction.

Across the axes, suppose that axial strain is prevented (plane strain). Then $\sigma_{zz}=\nu(\sigma_{xx}+\sigma_{yy})$, and

$$\varepsilon_{xx}=\frac{\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})}E=\frac{(1-\nu^2)\sigma_{xx}-\nu(1+\nu)\sigma_{yy}}E .$$

This is the plane-stress law $(\sigma_{xx}-\nu'\sigma_{yy})/E'$ with $E'=E/(1-\nu^2)$ and $\nu'=\nu/(1-\nu)$. The shear law agrees too, since $(1+\nu')/E'=(1+\nu)/E$. The derivation for the sheet therefore carries over, and the plane-strain modulus $E'$ falls by the factor $(1-p)^3=0.343$. This factor belongs to $E'$. With the ends free the body can also strain along the axes. Axial loading gives the compliances $S_{33}=1/E_{\rm axial}$ and $S_{13}=-\nu/E_{\rm axial}$, and the plane-strain compliance is $S_{11}-S_{13}^2/S_{33}$. The Young's modulus across the pores therefore obeys $E_s/E_\perp=(1-\nu^2)/(1-p)^3+\nu^2/(1-p)$. It follows the cube law only for $\nu=0$; for $\nu=0.2$ it is 5.25 GPa.

## Variation 2: all pores added at once

*What results if the formula for few pores is used directly at $p=0.30$?*

Setting $\phi=p$ in a single step gives $E=E_s/(1+np)$:

$$\frac{15}{1+2\times0.30}=9.38\ \text{GPa},\qquad\frac{15}{1+3\times0.30}=7.89\ \text{GPa}.$$

Both exceed the differential results, by about 2.0 and 2.7 GPa. They also exceed the Hashin–Shtrikman upper bounds, quoted here without proof: $E_s(1-p)/(1+p)=8.08$ GPa for an isotropic porous solid with $\nu=0.2$, and $E_s(1-p)/(1+2p)=6.56$ GPa for a sheet isotropic in its plane. No arrangement of pores that keeps the material isotropic reaches the single-step values at this porosity, while the differential results lie below the bounds. The reason is visible in the expansion

$$(1-p)^{-n}=1+np+\frac{n(n+1)}2p^2+\dots,$$

whose terms are all positive. The single step keeps the first two terms of this relative compliance and drops the rest. The dropped terms have two sources: later pores act on material already softened by earlier ones, and each new portion partly replaces existing pores, so the added portions sum to more than $p$. For $p\ll1$ the two estimates agree to first order, $E\approx E_s(1-np)$. At 30 percent porosity the dropped terms are as important as the choice between square and cube: the single-step result for holes lies above the differential result for spheres.

## Values computed for the example and the checks

```
Dense Young's modulus: 15.0 GPa
Porosity: 0.30 (dimensionless)
Matrix Poisson ratio, spherical pores: 0.20 (dimensionless)
Density ratio 1-p: 0.70 (dimensionless)
Density ratio squared: 0.490 (dimensionless)
Density ratio cubed: 0.343 (dimensionless)
Coefficient from sphere surface: 2.000000 (dimensionless)
Coefficient from hole rim: 3.000000 (dimensionless)
Number of pore-adding steps: 20000 (count)
Stepwise modulus, spheres: 7.3501 GPa
Stepwise modulus, holes: 5.1452 GPa
Quadratic law: 7.350 GPa
Cubic law: 5.145 GPa
Quadratic minus cubic: 2.205 GPa
Cubic over quadratic: 0.700 (dimensionless)
Loss from dense value, quadratic: 51.0 percent
Loss from dense value, cubic: 65.7 percent
One-step dilute estimate, spheres: 9.375 GPa
One-step dilute estimate, holes: 7.895 GPa
Straight pores loaded along axis: 10.50 GPa
```
